# WKB transmission change when a rectangular tunnel barrier is lowered

## Problem

An electron in one electrode of a memory capacitor meets an insulating film of width $d = 5$ nm. Inside the film the potential is flat, and its top lies an energy $\phi$ above the energy of the electron. The effective mass in the film is $m_b = 0.2\,m_e$, where $m_e$ is the electron mass. The barrier height falls from $\phi_1 = 1.5$ eV to $\phi_2 = 1.2$ eV, while the width and the mass stay the same.

(a) By what factor does the WKB transmission change?

(b) The WKB exponential ignores what happens at the two abrupt faces of the film. How far can this omission alter the factor found in (a)?

The electron moves along the normal to the film, the bands are parabolic, and the passage is coherent. There is no electric field in the film, no image force and no trap. Heights are measured from the energy of the electron, not from the bottom of the electrode band.

## First estimate by scaling

The quantities $\hbar$, $m_b$ and $\phi$ form one length, $\hbar/\sqrt{m_b\phi}$, which sets the distance over which the wave dies out in the film. If the transmission $T$ is exponentially small, its exponent must count how many such lengths fit into $d$:

$$
L \equiv -\ln T \;\propto\; \frac{d\sqrt{m_b\,\phi}}{\hbar}.
$$

At fixed width and mass $L\propto\phi^{1/2}$, so a small change of height gives

$$
\frac{\delta L}{L} \approx \frac{1}{2}\,\frac{\delta\phi}{\phi}.
$$

The height falls by $0.3/1.5 = 20\%$, so $L$ falls by about 10%. To turn this into a factor we need the size of $L$, and hence the numerical constant that scaling leaves open. The Schrödinger equation in the film supplies it. With $V-E_{\rm tot}=\phi$, where $V$ is the potential in the film and $E_{\rm tot}$ the energy of the electron,

$$
-\frac{\hbar^2}{2m_b}\psi'' + V\psi = E_{\rm tot}\,\psi
\quad\Rightarrow\quad
\psi''=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2m_b\phi}}{\hbar}.
$$

The decaying solution is $e^{-\kappa x}$. Its amplitude falls by $e^{-\kappa d}$ across the film and its square by $e^{-2\kappa d}$, so $L = 2\kappa d$.

For numbers it is convenient to use $2m_e/\hbar^2 = 26.2468\ \mathrm{eV^{-1}\,nm^{-2}}$. Then

$$
\kappa_1=\sqrt{26.2468\times0.2\times1.5}\ \mathrm{nm^{-1}}=2.806\ \mathrm{nm^{-1}},
\qquad L_1 = 2\times2.806\times5 = 28.06 .
$$

Ten per cent of this is 2.81, and the estimated rise of the transmission is $e^{2.806}\approx 16.5$. A change of one fifth in the height becomes more than a factor of ten in the transmission because it acts on an exponent of about 28.

## Exact solution

### The WKB exponent

To see what WKB assumes, write the wave in the film as $\psi=\exp\left(\int p\,dx\right)$. Then $\psi'=p\psi$ and $\psi''=(p'+p^2)\psi$, so the Schrödinger equation becomes

$$
p'+p^2=\kappa^2(x).
$$

The leading WKB exponent follows when $p'$ is dropped, which gives $p=\pm\kappa$. This is justified when $|\kappa'|\ll\kappa^2$, that is, when $\kappa$ changes little over one decay length. Inside a flat barrier $\kappa'=0$, and $p=\pm\kappa$ solves the equation with nothing dropped. The exponent is therefore exact within the film. At the two faces the potential jumps and the condition fails; that is the subject of part (b).

With the decaying sign, the WKB transmission is

$$
T_W(\phi)=e^{-2\kappa d}=\exp\left(-\frac{2d}{\hbar}\sqrt{2m_b\phi}\right).
$$

The ratio of the transmission after the change to that before it is

$$
R_W=\frac{T_W(\phi_2)}{T_W(\phi_1)}
=e^{-2\kappa_2d+2\kappa_1d},
$$

so that

$$
\ln R_W = 2d(\kappa_1-\kappa_2)
=\frac{2d\sqrt{2m_b}}{\hbar}\left(\sqrt{\phi_1}-\sqrt{\phi_2}\right).
$$

The sign is positive because $\phi_2<\phi_1$: a lower barrier transmits more. The width and mass do not drop out of the ratio. They multiply the difference of the square roots.

The second decay constant is

$$
\kappa_2=\sqrt{26.2468\times0.2\times1.2}\ \mathrm{nm^{-1}}=2.510\ \mathrm{nm^{-1}},
$$

and the exponent at the lower height is $2\kappa_2d=25.098$. Hence

$$
T_W(\phi_1)=e^{-28.061}=6.51\times10^{-13},\qquad
T_W(\phi_2)=e^{-25.098}=1.26\times10^{-11},
$$

$$
\ln R_W = 2.9625,\qquad R_W = 19.35 .
$$

**The answer to (a) is a rise by a factor of about 19, or 1.29 decades.**

The same gain could be had by thinning the film at the original height. The required thinning $\Delta d$ satisfies $2\kappa_1\Delta d=\ln R_W$, so $\Delta d = 2.9625/5.612\ \mathrm{nm}\approx0.53$ nm. In this model, a loss of 0.3 eV in height costs as much as a loss of about half a nanometre in width.

### The two faces

Let both electrodes have effective mass $m'$, and let the electron have kinetic energy $E$ there, with wave number $k=\sqrt{2m'E}/\hbar$. The mass changes at each face, and current is conserved if $\psi$ and $\psi'/m$ are continuous, where $m$ is the local mass. These are the matching conditions used here.

Place the film between $x=0$ and $x=d$. On the left there is an incident and a reflected wave; on the right there is only an outgoing wave, whose amplitude we set to one:

$$
\psi=Ae^{ikx}+Be^{-ikx}\quad(x<0),\qquad
\psi=e^{ik(x-d)}\quad(x>d).
$$

The electrodes are identical, so the wave has the same speed on both sides and $T=1/|A|^2$.

Define the velocity ratio

$$
u=\frac{k/m'}{\kappa/m_b}.
$$

Inside the film, the solution that matches the outgoing wave is

$$
\psi=\cosh\kappa(d-x)-iu\sinh\kappa(d-x).
$$

At $x=d$ it equals 1, as required. Its derivative is

$$
\psi'=-\kappa\sinh\kappa(d-x)+iu\kappa\cosh\kappa(d-x),
$$

so at $x=d$ we have $\psi'/m_b=iu\kappa/m_b=ik/m'$, which is the value on the outgoing side.

Now match at $x=0$, with $s=\kappa d$. Continuity of $\psi$ gives

$$
A+B=\cosh s-iu\sinh s .
$$

Continuity of $\psi'/m$ gives

$$
\frac{ik}{m'}(A-B)=\frac{\kappa}{m_b}\left(-\sinh s+iu\cosh s\right).
$$

Divide by $ik/m'$. The factor $(\kappa/m_b)/(ik/m')$ is $1/(iu)$, and $-1/(iu)=i/u$, so

$$
A-B=\cosh s+\frac{i}{u}\sinh s .
$$

Half the sum of the two results is

$$
A=\cosh s+\frac{i}{2}\left(\frac1u-u\right)\sinh s .
$$

Take the squared modulus and use $\cosh^2s=1+\sinh^2s$:

$$
|A|^2=1+\left[1+\frac14\left(u-\frac1u\right)^2\right]\sinh^2s .
$$

Since $(u-1/u)^2+4=(u+1/u)^2$, the transmission is

$$
T=\frac{1}{1+\frac14\left(u+\frac1u\right)^2\sinh^2\kappa d}.
$$

### The thick barrier

Write $\sinh^2s=\frac14e^{2s}(1-e^{-2s})^2$ and define

$$
P=\frac{16}{(u+1/u)^2}.
$$

Then

$$
\frac1T=\frac{e^{2s}}{P}\left[(1-e^{-2s})^2+Pe^{-2s}\right]
=\frac{e^{2s}}{P}\left[1+(P-2)e^{-2s}+e^{-4s}\right].
$$

Because $u+1/u\ge2$ for positive $u$, the prefactor obeys $0<P\le4$. The bracket thus differs from one by about $2e^{-2s}$ at most, which here is of order $10^{-11}$. To that accuracy

$$
T=P\,e^{-2\kappa d}=P\,T_W .
$$

The prefactor is largest, $P=4$, when the velocities match, $u=1$. The bare exponential then underestimates the transmission by a factor of four. When the velocities differ strongly in either direction, $P$ becomes small and the bare exponential overestimates it.

### The prefactor in the ratio

Keep $E$ fixed while the barrier falls. From $k^2/m'^2=2E/(\hbar^2m')$ and $\kappa^2/m_b^2=2\phi/(\hbar^2m_b)$,

$$
u^2=\frac{E\,m_b}{m'\phi}.
$$

Let $x$ now denote the value of $u^2$ at $\phi_1$, and let $r=\phi_1/\phi_2=1.25$. At $\phi_2$ the value of $u^2$ is $rx$. Since $(u+1/u)^2=(1+u^2)^2/u^2$, the two prefactors are

$$
P_1=\frac{16x}{(1+x)^2},\qquad P_2=\frac{16rx}{(1+rx)^2},
$$

and the full ratio $R=T(\phi_2)/T(\phi_1)$ is

$$
R=R_W\,\frac{P_2}{P_1},\qquad
\frac{P_2}{P_1}=r\left(\frac{1+x}{1+rx}\right)^2 .
$$

The derivative of the fraction in brackets is

$$
\frac{d}{dx}\,\frac{1+x}{1+rx}=\frac{(1+rx)-r(1+x)}{(1+rx)^2}=\frac{1-r}{(1+rx)^2}<0 .
$$

The correction therefore decreases steadily with $x$, from $r$ as $x\to0$ to $r\cdot r^{-2}=1/r$ as $x\to\infty$. For every pair of identical electrodes in this model, up to the exponentially small terms above,

$$
\frac{R_W}{r}<R<rR_W,\qquad\text{that is}\qquad 15.5<R<24.2 .
$$

**This answers (b): as long as the energy $E$ and the mass $m'$ in the electrodes stay fixed, the faces can change the factor of 19 by at most 25% upwards or 20% downwards, relative to the WKB value.** The bound does not hold if $\phi$ falls because the electron energy rises or the electrode material changes. With $m'=m_e$ and $E$ raised from 0.1 to 0.4 eV, $u^2$ goes from 0.0133 to 0.0667 and the prefactor grows by a factor of 4.5. The correction vanishes at $x=1/\sqrt r\approx0.89$, where $P_1=P_2$.

### Three electrodes

Take first a model electrode with $m'=m_e$ and $E=5$ eV. Then

$$
x=\frac{5\times0.2}{1\times1.5}=0.667,\qquad rx=0.833,
$$

$$
P_1=\frac{16\times0.667}{(1.667)^2}=3.84,\qquad
P_2=\frac{16\times0.833}{(1.833)^2}=3.97 .
$$

The full transmissions are $2.50\times10^{-12}$ and $4.99\times10^{-11}$. Each is nearly four times its WKB value, because the velocities are nearly matched. Their ratio is 19.98, only 3.3% above $R_W$, because the two prefactors are nearly equal.

The other two cases probe the ends of the range. An electron with $E=0.01$ eV and $m'=m_e$ has $x=0.00133$, and its full ratio is 24.17, just below the upper bound. Here $P_1\approx0.021$, so the WKB transmission itself is too large by a factor of nearly 50, yet the ratio is off by only 25%. An electron with $E=50$ eV and $m'=0.1\,m_e$ has $x=66.7$, and its full ratio is 15.57, just above the lower bound. These values are chosen to reach the limits of the formula, not to describe a real contact.

The transmissions quoted for the three electrodes come from a numerical integration of the Schrödinger equation, which starts from the outgoing wave and uses no tunnelling formula. They agree with the matched formula to within the test tolerance of one part in $10^6$. The same integration, done for widths of 4.5 and 5.5 nm, gives decay rates of $\ln T$ of 5.612 and 5.020 nm$^{-1}$ at the two heights, equal to $2\kappa_1$ and $2\kappa_2$. The values are listed in the numerical output.

## Comparison of the estimate and the solution

The scaling estimate gave a factor of 16.5 and the WKB expression gives 19.35. The estimate is about 15% low relative to the WKB value. The reason follows from the slope

$$
\frac{d\ln T_W}{d\phi}=-2d\,\frac{d\kappa}{d\phi}=-\frac{\kappa d}{\phi}\;\propto\;-\phi^{-1/2},
$$

where $d\kappa/d\phi=\kappa/(2\phi)$ was used. The slope steepens as the barrier falls, whereas the estimate holds it at its value for 1.5 eV. The missing part can be found by expansion. With $\delta=(\phi_1-\phi_2)/\phi_1=0.2$,

$$
\ln R_W=2\kappa_1d\left(1-\sqrt{1-\delta}\right)
=2\kappa_1d\left(\frac{\delta}{2}+\frac{\delta^2}{8}+\frac{\delta^3}{16}+\dots\right).
$$

The first term is $28.061\times0.1=2.806$, the scaling estimate. The second is $28.061\times0.005=0.140$, and the third is $28.061\times0.0005=0.014$. Their sum is 2.960, close to the full 2.9625. The second term is only 5% of the first, but in the transmission it is a factor $e^{0.140}=1.15$. For a small error in the ratio it is not enough that $\delta$ be small; the product $2\kappa_1d\,\delta^2/8$ must be small as well. A thicker film makes the linear estimate worse at the same $\delta$.

The two approximations thus fail for different reasons. The linear estimate misses the curvature of the exponent, an error that grows with $d$. The WKB ratio misses the change of the prefactor, an error that does not grow with $d$ once the barrier is thick.

### Where the exponential form fails

For a thin or very low barrier, $\kappa d\ll1$, the exponential loses its meaning. Put $q=u\kappa=km_b/m'$, which does not depend on $\phi$. With $\sinh\kappa d\approx\kappa d$, the matched formula becomes

$$
T\approx\frac{1}{1+\frac{d^2}{4}\left(q+\frac{\kappa^2}{q}\right)^2}.
$$

As $d\to0$, this departs from one in proportion to $d^2$, whereas $T_W\approx1-2\kappa d$ departs in proportion to $d$. Both transmissions tend to one, but they do so differently.

If instead the barrier top sinks to the energy of the electron at fixed width, $\kappa\to0$ and

$$
T\to\frac{1}{1+q^2d^2/4}.
$$

For the model electrode $q^2=26.2468\times5\times0.2^2\ \mathrm{nm^{-2}}=5.25\ \mathrm{nm^{-2}}$, so $T\approx1/33.8\approx0.03$, while the WKB exponential gives one. The remaining reflection arises because the electron has no kinetic energy over the whole width of the film. The wave there is linear in position, $T$ falls as $4/(q^2d^2)$ for a wide film, and grading the faces over several nanometres leaves most of the reflection in place. At 1.2 eV, with $\kappa_2d=12.5$, the film is far from this regime.

### What the factor means for leakage

The factor of 19 belongs to one electron energy. A leakage current sums the transmission over the occupied energies and over directions of motion, and each energy sees its own height. Its change need not equal 19. The parabolic band is a further limit, since 1.2 to 1.5 eV below the band edge is a sizeable part of a real gap. In the two-band form $\kappa^2=(2m_b/\hbar^2)\,\phi\,(1-\phi/E_g)$, with the same band-edge mass, the WKB ratio is about 6 for a gap $E_g=6$ eV and about 9.5 for $E_g=9$ eV, a larger change than the faces produce.

An applied voltage also tilts the barrier. If the potential energy drops by $U$ across the film, the local height is $\phi-Ux/d$, with $x$ again the position. For $U\ll\phi$ the WKB integral is

$$
\int_0^d\sqrt{\phi-\frac{Ux}{d}}\,dx
\approx d\sqrt\phi\left(1-\frac{U}{4\phi}\right)
\approx d\sqrt{\phi-\frac U2}.
$$

To first order, the tilted barrier acts like a flat one of the mean height $\phi-U/2$. If the bias is the same before and after the barrier is lowered, both mean heights shift down together, and the steeper slope there makes the WKB ratio larger than 19. The full integral gives 20.5 at $U=0.1$ eV, 27 at 0.5 eV and 52 at 1 eV, so the increase is small only for $U\ll\phi$. Once $U$ exceeds $\phi_1$ the barrier is triangular and the ratio falls as $U$ grows, to 14 at $U=3$ eV. Transport through traps follows neither formula. An electron that hops from trap to trap does not cross the full width in one coherent step, and even a coherent passage through a trap level meets a potential that is no longer a plain barrier.

## Computed results

```
Barrier width d = 5.0 nm
Barrier mass = 0.2 electron masses
Barrier heights = 1.5 and 1.2 eV
2 m_e/hbar^2 = 26.2468 1/(eV nm^2)
kappa at 1.5 eV = 2.8061 1/nm
kappa at 1.2 eV = 2.5098 1/nm
Exponent 2 kappa d at 1.5 eV = 28.061 (no unit)
Exponent 2 kappa d at 1.2 eV = 25.098 (no unit)
WKB transmission at 1.5 eV = 6.507e-13 (no unit)
WKB transmission at 1.2 eV = 1.259e-11 (no unit)
ln of WKB ratio = 2.9625 (no unit)
WKB ratio = 19.35 (no unit)
WKB change = 1.287 decades
ln of ratio, linear estimate = 2.8061 (no unit)
Ratio, linear estimate = 16.54 (no unit)
Numerical decay rate at 1.5 eV = 5.6121 1/nm
Numerical decay rate at 1.2 eV = 5.0197 1/nm
Bounds on full ratio = 15.48 to 24.18 (no unit)
Model electrode, 1.5 eV: full T = 2.499e-12 (no unit)
Model electrode, 1.5 eV: full T/WKB T = 3.840 (no unit)
Model electrode, 1.2 eV: full T = 4.994e-11 (no unit)
Model electrode, 1.2 eV: full T/WKB T = 3.967 (no unit)
Electrode 'model': E = 5 eV, mass = 1 m_e, x = 0.6667
Electrode 'model': full ratio = 19.98, full/WKB ratio = 1.0331 (no unit)
Electrode 'small x': E = 0.01 eV, mass = 1 m_e, x = 0.001333
Electrode 'small x': full ratio = 24.17, full/WKB ratio = 1.2492 (no unit)
Electrode 'large x': E = 50 eV, mass = 0.1 m_e, x = 66.67
Electrode 'large x': full ratio = 15.57, full/WKB ratio = 0.8048 (no unit)
```
